# Schottky barrier width when the permittivity of strontium titanate falls with field, part 2

Can the barrier at a metal contact to strontium titanate be calculated with a constant permittivity, or must its fall with field be kept, both for the barrier shape and for the tunnelling current? The metal fills \(x<0\). The semiconductor has uniform ionized donors of density \(N\), is emptied of electrons for \(0<x<w\), and is neutral beyond. Algebra is in atomic units (electron charge \(-1\), mass 1, \(\hbar=1\), Gauss's law with \(4\pi\)); numerical results are in eV and Å.

The electron potential energy \(U(x)\) is zero at the bulk band edge, and \(V=U(0)\) is the band bending. The magnitudes of force and displacement, \(F=-dU/dx\) and \(D\), obey

\[
F=\frac{D}{\kappa_0}\left(1+\frac{D^2}{D_0^2}\right),\qquad D_0=\kappa_0F_1 ,
\]

where \(\kappa_0\) is the zero-field permittivity and \(F_1\) the nonlinearity field. The secant permittivity is \(D/F\); the differential one is

\[
\kappa_d=\frac{dD}{dF}=\frac{\kappa_0}{1+3D^2/D_0^2}.
\]

The first route, by position, used \(D=4\pi Ns\), with \(s=w-x\). With \(w_0\) the constant-permittivity width, \(V=2\pi Nw_0^2/\kappa_0\), and \(q_0=(4\pi Nw_0/D_0)^2\), it gave

\[
q=\sqrt{1+2q_0}-1,\qquad w=w_0(1+q/2)^{-1/2},
\]

\[
U(x)=V\,\frac{t^2+\tfrac12qt^4}{1+\tfrac12q},\qquad t=1-x/w .
\]

At energy \(E\) the barrier thickness is \(x_E=w(V)-w(E)\), where \(w(E)\) is the width for band bending \(E\).

The second route minimizes the energy per area

\[
\Phi(w)=\int_0^w u\bigl(D(x)\bigr)\,dx-NVw ,
\]

where the field energy density \(u\) satisfies \(du=F\,dD/4\pi\). Electron kinetic energy is neglected. The minimum lies at

\[
u(D_s)=NV ,
\]

with \(D_s=4\pi Nw\) and \(F_s\) the interface displacement and field.

The model contact has \(\kappa_0=300\), \(F_1=0.01\) eV/Å, \(V=1\) eV and \(N=10^{-4}\) Å\(^{-3}\). The first route gave \(q_0\simeq1.206\), \(q\simeq0.847\), \(w_0=182.1\) Å, \(w\simeq152.6\) Å and a half-height thickness \(x_{V/2}\simeq37.1\) Å.

**Width and profile.** Integration of \(F\,dD/4\pi\) for the quartic law gives

\[
u(D)=\frac{D^2}{8\pi\kappa_0}\left(1+\frac{D^2}{2D_0^2}\right).
\]

Set \(D_s^2=qD_0^2\) in \(u(D_s)=NV\) and multiply by \(8\pi\kappa_0/D_0^2\):

\[
q+\frac{q^2}{2}=\frac{8\pi\kappa_0NV}{D_0^2}=q_0 .
\]

The last equality follows from \(V=2\pi Nw_0^2/\kappa_0\). This is the quadratic equation of the first route, and its positive root gives the same \(q\). Since \(w/w_0=D_s/(4\pi Nw_0)=\sqrt{q/q_0}\), and \(q_0/q=1+q/2\), it also gives the same width.

The profile follows by applying the energy condition to part of the layer. Imagine the material between the interface and a plane \(x\) replaced by metal, with the chemical potential of the metal chosen so that the band bending at the new interface is \(U(x)\). The displacement beyond the plane is fixed by the donors beyond it and does not change. What remains is an equilibrium depletion layer with band bending \(U(x)\), so

\[
u\bigl(D(x)\bigr)=NU(x).
\]

With \(t=1-x/w\), \(D^2=qD_0^2t^2\). Dividing this relation by the interface relation removes the common factors:

\[
\frac{U(x)}{V}=\frac{t^2+\tfrac12qt^4}{1+\tfrac12q}.
\]

This is the earlier profile. The first route adds up forces over distance; the second balances the energy released by one more emptied slice against the field energy that the slice adds.

**Can a refitted constant serve?** A constant permittivity \(\kappa_w\) can be chosen to reproduce the total width. It must satisfy \(V=2\pi Nw^2/\kappa_w\), and with \(w^2=w_0^2/(1+q/2)\) this gives

\[
\kappa_w=\frac{\kappa_0}{1+q/2}.
\]

For the model contact (\(\kappa_0=300\), \(F_1=0.01\) eV/Å, \(V=1\) eV, \(N=10^{-4}\) Å\(^{-3}\), \(q=0.847\)) the value is \(300/1.424\simeq211\). The corresponding parabola is \(Vt^2\), and it differs from the true profile by

\[
Vt^2-U=V\,\frac{\tfrac12q\,t^2(1-t^2)}{1+\tfrac12q},
\]

which is positive for \(0<t<1\). The refitted barrier is too high throughout its interior. At half height its thickness is \(152.6\times0.293=44.7\) Å, against 37.1 Å for the nonlinear law, an excess of 20 percent relative to the latter.

**Capacitance.** The charge per area of the depletion layer is \(\sigma=Nw=D_s/4\pi\). Differentiate \(u(D_s)=NV\) at fixed \(N\):

\[
\frac{F_s}{4\pi}\,dD_s=N\,dV .
\]

Since \(dD_s=4\pi\,d\sigma\), the differential capacitance per area is

\[
C=\frac{d\sigma}{dV}=\frac{N}{F_s}.
\]

It assumes that lattice and free carriers follow the measuring voltage. In the model contact \(D_s/\kappa_0=F_1\sqrt q=0.0092\) eV/Å, and the factor \(1+q=1.847\) raises the field to \(F_s=0.0170\) eV/Å. Hence \(C=10^{-4}/0.0170\simeq0.0059\) in units of \(e^2/(\text{eV Å}^2)\). For constant permittivity the field is 0.01098 eV/Å and the capacitance 0.0091 in the same units. The nonlinear layer is thinner, yet its capacitance is smaller, because the fall of the permittivity outweighs the loss of width.

A Mott-Schottky plot shows \(C^{-2}=F_s^2/N^2\) against the band bending. Its slope is

\[
\frac{d(C^{-2})}{dV}=\frac{2F_s}{N^2}\,\frac{dF_s}{dD_s}\,\frac{dD_s}{dV}
=\frac{2F_s}{N^2}\,\frac{1}{\kappa_d(F_s)}\,\frac{4\pi N}{F_s}
=\frac{8\pi}{N\kappa_d(F_s)} .
\]

The slope contains the differential permittivity at the interface. Here \(\kappa_d=300/(1+3\times0.847)\simeq85\), whereas the secant value is \(300/1.847\simeq162\). If the local slope is read with \(\kappa_0\), the inferred donor density is \(N\kappa_d/\kappa_0\), about 0.28 of the true one at \(V=1\) eV. The plot is curved, because \(\kappa_d\) falls as \(V\) rises, so a straight line fitted over a range of voltage gives a value that depends on the range.

**Tunnelling exponent.** In the semiclassical approximation the transmission at energy \(E\) varies as \(e^{-S}\), with \(S=2\int\sqrt{2(U-E)}\,dx\) for carrier mass 1. Take an electron at the bulk band edge, \(E=0\), and put \(c=q/2\). The profile is \(U=Vt^2(1+ct^2)/(1+c)\), and \(dx=-w\,dt\), so

\[
S=2w\sqrt{\frac{2V}{1+c}}\int_0^1t\sqrt{1+ct^2}\,dt .
\]

With \(y=1+ct^2\), \(t\,dt=dy/2c\), and the integral is \([(1+c)^{3/2}-1]/(3c)\). Hence

\[
S=2w\sqrt{\frac{2V}{1+c}}\;\frac{(1+c)^{3/2}-1}{3c}.
\]

For constant permittivity the integral is \(\int_0^1t\,dt=1/2\), and \(S_0=w_0\sqrt{2V}\). For the model contact \(c=0.424\), the last fraction is 0.550, and

\[
\frac{S}{S_0}=0.838\times\frac{2\times0.550}{\sqrt{1.424}}\simeq0.772 .
\]

With \(S_0=93.3\) this gives \(S\simeq72.0\). Both exponents are so large that tunnelling at the band edge is negligible in either description. The comparison shows how strongly the exponent depends on the dielectric law; it is not an estimate of the current.

For small \(q_0\), \(c\simeq q_0/2\). The width contributes the factor \(1-q_0/4\), and the remaining factors give \((1-c/2)(1+c/4)\simeq1-q_0/8\), so

\[
S\simeq S_0\left(1-\frac{3q_0}{8}\right).
\]

The transmission changes by the factor \(e^{S_0-S}\simeq e^{3q_0S_0/8}\). A small \(q_0\) is therefore not enough when \(S_0\) is large: the product \(3q_0S_0/8\) must be small compared with one before constant permittivity can be trusted for the current at this energy.

**Dependence on the high-field law.** The quartic energy is a truncation. Another law with falling permittivity is

\[
\kappa_d=\frac{\kappa_0}{\sqrt{1+F^2/F_0^2}} .
\]

Then \(dD=\kappa_0\,dF/\sqrt{1+F^2/F_0^2}\), which integrates to \(F=F_0\sinh(D/\kappa_0F_0)\). Its expansion begins

\[
F=\frac{D}{\kappa_0}\left(1+\frac{D^2}{6\kappa_0^2F_0^2}+\cdots\right),
\]

so the choice \(F_0=F_1/\sqrt6\) matches the cubic term of the quartic model. With \(D=4\pi Ns\), integration of \(dU/ds=F\) gives

\[
U=\frac{\kappa_0F_0^2}{4\pi N}\left[\cosh\frac{4\pi Ns}{\kappa_0F_0}-1\right],
\]

\[
w=\frac{\kappa_0F_0}{4\pi N}\,\operatorname{arcosh}\left(1+\frac{4\pi NV}{\kappa_0F_0^2}\right).
\]

The number added to one is \(3q_0\simeq3.62\), because \(q_0=8\pi NV/(\kappa_0F_1^2)\) and \(F_1^2=6F_0^2\). The prefactor is \(w_0^2F_0/(2V)\simeq67.7\) Å, and \(\operatorname{arcosh}4.62\simeq2.21\), so the width is 149.7 Å. It is smaller than 152.6 Å because the higher terms of the hyperbolic sine are positive: they raise \(u(D)\) at each \(D\), and \(u(D_s)=NV\) is met at a smaller \(D_s\). The half-height thickness becomes 35.1 Å instead of 37.1 Å. Relative to the quartic model the changes are 2 and 5 percent for this contact, well below the difference from constant permittivity, and they grow with \(q_0\). For the current they are not negligible: the band-edge exponent falls from 72.0 to about 69.7, which is a factor of about ten in transmission.

**What the two routes assume.** Both use Gauss's law, a single-valued local relation between \(F\) and \(D\), and an abrupt depletion edge. They are therefore not independent evidence for these assumptions. They differ in what they need beyond them.

The position route needs the charge density as a function of position. It extends at once to nonuniform donors: \(D(x)=4\pi\int_x^wN(x')\,dx'\), and \(w\) follows from \(\int_0^wF(D)\,dx=V\). The energy route leads to the same condition. Moving the edge by \(dw\) raises \(D\) everywhere in the layer by \(4\pi N(w)\,dw\), and since \(du=F\,dD/4\pi\),

\[
\frac{d\Phi}{dw}=N(w)\left[\int_0^wF\,dx-V\right].
\]

The local statement \(u(D_s)=NV\), however, relied on uniform donors, and so did the rule \(x_E=w(V)-w(E)\).

The energy route needs a reversible energy density. For a single-valued law in one dimension this is no further restriction, since \(\int F\,dD\) then exists. With hysteresis the charging work depends on history, and the minimum principle in this form fails. The position route can still be used if the branch of \(F(D)\) followed at each point is known.

The energy view also shows how to correct the abrupt edge. Electrons enter the edge region with a density \(n(U)\) that depends on the potential. Gauss's law becomes \(dD/dx=-4\pi(N-n)\), and with \(dU/dx=-F\),

\[
F\,dD=4\pi(N-n)\,dU .
\]

Consider a noninteracting electron gas at zero temperature, treated locally. Its bulk Fermi energy is \(E_F=(3\pi^2N)^{2/3}/2\), and \(n=N(1-U/E_F)^{3/2}\) for \(U<E_F\), zero above. Integration up to an energy \(U\ge E_F\) gives

\[
u(D)=N(U-\delta),\qquad
\delta=\int_0^{E_F}\left(1-\frac{U}{E_F}\right)^{3/2}dU=\frac25E_F .
\]

The shift has a direct meaning. Emptying a region removes electrons of mean kinetic energy \(3E_F/5\), not \(E_F\). The energy gained per electron is therefore below the chemical-potential difference \(V\) by \(2E_F/5\).

Where \(U>E_F\) no electrons remain, and \(D\) is again linear in position with slope \(-4\pi N\). Hence, for \(E\ge E_F\),

\[
x_E=w(V-\delta)-w(E-\delta),
\]

where \(w(\cdot)\) is the abrupt-edge width. In the model contact \(E_F=0.079\) eV and \(\delta=0.031\) eV. This value needs \(kT\ll E_F\), a single band and mass 1. At 300 K, where \(E_F\) is only about \(3kT\), the integral \(\int(n/N)\,dU\) for the same gas is about 0.043 eV; the numbers below are for zero temperature. The half-height thickness rises from 37.1 to 38.3 Å, about 3 percent. It rises because the interval of \(\int dU/F\) is shifted to lower energies, where \(F\) is smaller. Direct integration with the electron tail included confirms the shifted formula. The correction has the opposite sign to the narrowing by the nonlinear permittivity, and at half height it is much smaller. It grows toward the foot of the barrier: at \(E=E_F\) the formula gives a rise of about 9 Å, against a narrowing of about 28 Å. The band-edge exponents computed above with an abrupt edge are therefore too small. The tail adds about 14 to 15 to both \(S\) and \(S_0\) and leaves their difference nearly unchanged.

Neither route covers a polarization that varies too rapidly for a local law, or an interface layer that takes up part of the band bending. In the first case \(F\) is no longer fixed by \(D\) at the same point, and the widths derived here do not apply. In the second the bulk relation still holds behind the layer, but \(V\) must be reduced by the part of the band bending that the layer takes up. Within the quartic model, \(q_0=(2V/w_0F_1)^2\) sets the relative change of the barrier shape. For a tunnelling current the choice posed at the start depends also on the size of the exponent, because it is the absolute change \(S_0-S\), taken at the energies that carry the current, that must be small; it was evaluated here only at the band edge. The numerical output below gives the remaining values.

## Computed values

```
zero-field relative permittivity: 300
band bending V: 1.000 eV
donor density N: 1.0e-04 angstrom^-3
nonlinearity field F1: 0.0100 eV/angstrom
second-law field F0: 0.004082 eV/angstrom
nonlinearity q0: 1.2063 (dimensionless)
surface value q: 0.8473 (dimensionless)
constant-permittivity width w0: 182.09 angstrom
nonlinear width w: 152.61 angstrom
width w from integration: 152.61 angstrom
w0 converted: 344.11 bohr; w converted: 288.40 bohr
width ratio w/w0: 0.8381
half-height thickness, constant: 53.33 angstrom
half-height thickness, nonlinear: 37.11 angstrom
half-height thickness ratio: 0.6958
refitted constant permittivity: 210.72
half-height thickness, refitted: 44.70 angstrom
surface field, constant: 0.01098 eV/angstrom
surface field, nonlinear: 0.01701 eV/angstrom
secant permittivity at interface: 162.40
differential permittivity at interface: 84.70
x = 0 angstrom: U nonlinear 1.0000 eV, constant 1.0000 eV
x = 25 angstrom: U nonlinear 0.6366 eV, constant 0.7443 eV
x = 50 angstrom: U nonlinear 0.3784 eV, constant 0.5262 eV
x = 75 angstrom: U nonlinear 0.2016 eV, constant 0.3459 eV
x = 100 angstrom: U nonlinear 0.0877 eV, constant 0.2032 eV
x = 125 angstrom: U nonlinear 0.0233 eV, constant 0.0983 eV
x = 150 angstrom: U nonlinear 0.0002 eV, constant 0.0311 eV
x = 175 angstrom: U nonlinear 0.0000 eV, constant 0.0015 eV
capacitance/area, constant: 0.00910 e^2/(eV angstrom^2)
capacitance/area, nonlinear: 0.00588 e^2/(eV angstrom^2)
tunnelling exponent, constant: 93.29 (dimensionless)
tunnelling exponent, nonlinear: 72.04 (dimensionless)
second-law width: 149.68 angstrom
second-law half-height thickness: 35.10 angstrom
Fermi energy of the bulk gas: 0.0786 eV
tail energy shift delta: 0.0314 eV
half-height thickness with tail: 38.34 angstrom
strong-limit power of V: 0.2519; of N: -0.7486
N = 1e-05 angstrom^-3: w0 575.83 angstrom, w 560.07 angstrom, ratio 0.9726
N = 1e-04 angstrom^-3: w0 182.09 angstrom, w 152.61 angstrom, ratio 0.8381
N = 3e-04 angstrom^-3: w0 105.13 angstrom, w 75.58 angstrom, ratio 0.7189
```
